# Harper bands at rational flux: determinant, band edges and total width

An electron hops with amplitude \(t=1\) on a square lattice carrying \(p/q\) flux quanta per cell, with \(p,q\) coprime. Energies are in units of \(t\) until part (f). In a gauge with \(q\) sites per magnetic cell, the Bloch Hamiltonian is the \(q\times q\) matrix

\[
H=e^{ik_x}S+e^{-ik_x}S^\dagger+\mathrm{diag}(v_j),\qquad v_j=2\lambda\cos(k_y+2\pi pj/q),
\]

where \(S\) shifts site \(j\) cyclically to \(j+1\), and \(\lambda>0\) is the ratio of the two hopping amplitudes.

## (a) How does \(\det(E-H)\) depend on \(k_x\) and \(k_y\)?

**Answer.** Take \(q\ge3\) and expand the determinant in permutations. A term with \(n_+\) forward and \(n_-\) backward steps carries \(e^{ik_x(n_+-n_-)}\). A permutation returns the set of sites to itself, so its net displacement \(n_+-n_-\) is a multiple of \(q\): it is \(0\) or \(\pm q\). The values \(\pm q\) belong to the two full cycles. Each has permutation sign \((-1)^{q-1}\) and contains \(q\) matrix elements \(-e^{\pm ik_x}\). Together they give

\[
(-1)^{q-1}(-1)^q\left(e^{iqk_x}+e^{-iqk_x}\right)=-2\cos qk_x .
\]

The remaining terms depend on \(E\) and \(k_y\). The change \(k_y\to k_y+2\pi p/q\) merely relabels the sites cyclically, which leaves the determinant unchanged. Because \(p\) has an inverse modulo \(q\), repeating this change produces the shift \(2\pi/q\). A trigonometric polynomial in \(k_y\) of degree at most \(q\) with that period contains only the harmonics \(0,\pm q\). The harmonic \(+q\) needs all \(q\) diagonal elements:

\[
\prod_{j=0}^{q-1}\left(-\lambda e^{i(k_y+2\pi pj/q)}\right)
=\lambda^q(-1)^{q+p(q-1)}e^{iqk_y}.
\]

The sign is \(-1\) for odd \(q\), since \(q-1\) is even, and also for even \(q\), since \(p\) is then odd. Adding the conjugate harmonic gives Chambers' relation,

\[
\boxed{\det(E-H)=P(E)-2\cos qk_x-2\lambda^q\cos qk_y},
\]

with \(P\) a monic polynomial of degree \(q\), independent of \(k\). For \(q=1\), \(P=E\). For \(q=2\), the determinant is \(E^2-4\lambda^2\cos^2k_y-4\cos^2k_x\), which has the same form with \(P=E^2-2-2\lambda^2\).

Coprimality matters. With the unreduced fraction 2/4 the relabelling shifts \(k_y\) only by \(\pi\), and the harmonic \(2k_y\) is allowed. If \(P\) is fixed at \((\pi/8,\pi/8)\), the relation misses the \(4\times4\) determinant at \(\lambda=1\), \(E=1\), \(k=(0.3,0.7)\) by 10.2.

## (b) Set \(\lambda=1\). Which \(k\) points give the band edges? Apply the answer to flux 1/3.

**Answer.** An eigenvalue satisfies \(P(E)=c\) with \(c=2\cos qk_x+2\cos qk_y\), and \(c\) covers \([-4,4]\). For each such \(c\) a Hermitian matrix supplies all \(q\) roots, so they are real.

For \(|c|<4\) they are also simple. Near a root \(E_0\) of multiplicity \(m\ge2\), \(P-c\simeq A(E-E_0)^m\). A small change of \(c\), with its sign suitably chosen, would leave at most one real root nearby and make the others complex. This contradicts Hermiticity. Hence \(P'\ne0\) inside a band, and \(P\) runs monotonically between \(-4\) and \(4\) across it. Different bands can meet at edges but cannot overlap.

The value \(c=4\) occurs at \((0,0)\), and \(c=-4\) at \((\pi/q,\pi/q)\). With eigenvalues in ascending order, the two edges of band \(j\) are therefore \(E_j(0,0)\) and \(E_j(\pi/q,\pi/q)\), and the total width is

\[
W=\sum_{j=1}^q\left|E_j(0,0)-E_j(\pi/q,\pi/q)\right|.
\]

For flux 1/3, the diagonal product and the three terms with one exchanged pair give

\[
\prod_j(E-v_j)-\sum_j(E-v_j)-2\cos3k_x .
\]

Here \(\sum v_j=0\) and \(\sum v_j^2=6\), so \(\sum_{i<j}v_iv_j=-3\). Also \(\prod v_j=2\cos3k_y\). Thus \(P=(E^3-3E)-3E=E^3-6E\). At one edge value,

\[
E^3-6E-4=(E+2)(E^2-2E-2)=0,\qquad E=-2,\;1\pm\sqrt3 .
\]

Since \(P\) is odd, \(P=-4\) has the opposite roots. The bands are \([-2.732,-2]\), \([-0.732,0.732]\) and \([2,2.732]\). Hence \(W=4(\sqrt3-1)=2.928\) and \(qW=8.785\).

## (c) For \(p=1\), \(\lambda=1\) and large \(q\), find \(P(E)\) at energies of order \(1/q\).

**Answer.** *Transfer matrix.* Put \(\psi_j=e^{ik_xj}\varphi_j\), \(h=2\pi/q\) and \(x_j=k_y+hj\). Then

\[
\varphi_{j+1}+\varphi_{j-1}+2\cos x_j\,\varphi_j=E\varphi_j,
\qquad \varphi_{j+q}=e^{-iqk_x}\varphi_j .
\]

The transfer matrix \(M\) over \(q\) sites has determinant 1, so \(\mathrm{Tr}\,M=2\cos qk_x\) at an eigenvalue. By (a) this equals \(P(E)-2\cos qk_y\). Two polynomials that agree on whole intervals are identical, hence

\[
\mathrm{Tr}\,M=P(E)-2\cos qk_y .
\]

With \(\hat p=-ih\,d/dx\), the equation is \(2\cos\hat p+2\cos x=E\), and \(h\) acts as Planck's constant divided by \(2\pi\). Away from the saddles there are two waves \(\pm p(x)\), \(0<p<\pi\). They mix near \(x=\pi\), where \(p\simeq0\), and near \(x=0\), where \(p\simeq\pi\). Expanding the cosines with \(y\) the distance from the saddle gives

\[
x=\pi:\ p^2-y^2=-E;\qquad x=0:\ (p-\pi)^2-y^2=E .
\]

*One saddle.* With \(y=\sqrt h\,z\), both read \(f''+(z^2+2a)f=0\), where \(a=-\varepsilon\) at \(\pi\), \(a=+\varepsilon\) at 0, and \(\varepsilon=E/(2h)\). A solution is

\[
f=e^{iz^2/2}\int_0^\infty\tau^{-1/2-ia}e^{i(2z\tau+\tau^2)}d\tau .
\]

To see this, write \(f=e^{iz^2/2}g\), so that \(g''+2izg'+(i+2a)g=0\). Acting on the exponential in the integral, the first two terms give \(-4\tau^2-4z\tau\), which equals \(2i\tau\,d/d\tau\). Integration by parts turns this into \(-2i(\tfrac12-ia)=-i-2a\), cancelling the last term. The contour is rotated towards \(e^{i\pi/4}\infty\) for convergence.

For \(z\to+\infty\) the endpoint \(\tau=0\) dominates. For \(z\to-\infty\) there is also a stationary point at \(\tau=|z|\). With \(s=\tfrac12-ia\),

\[
f\to\Gamma(s)e^{i\pi/4+\pi a/2}(2z)^{-s}e^{iz^2/2}\quad(z\to+\infty),
\]
\[
f\to\sqrt\pi\,e^{i\pi/4}|z|^{-1/2-ia}e^{-iz^2/2}
+\Gamma(s)e^{-i\pi/4-\pi a/2}(2|z|)^{-s}e^{iz^2/2}\quad(z\to-\infty).
\]

The local momentum is \(\pm(|z|+a/|z|)\), so the standard waves are \(|z|^{-1/2}e^{\pm i(z^2/2+a\ln|z|)}\). On the left, the first term has positive momentum and the second negative. For unit positive-momentum amplitude on the right, the amplitudes on the left are

\[
\alpha(a)=\sqrt{1+e^{-2\pi a}}\;e^{i[\arg\Gamma(1/2+ia)-a\ln2]},\qquad
\beta(a)=-ie^{-\pi a},
\]

where \(|\Gamma(\tfrac12+ia)|^2=\pi/\cosh\pi a\) was used. Complex conjugation supplies the other column of the right-to-left matrix. The transmission probability is \(1/|\alpha|^2\).

*Between saddles.* At \(E=0\), \(p=|\pi-x|\) for \(0<x<2\pi\), so the phase over a period is \(\pi^2/h=\pi q/2\). The local phases \(z^2/2\) are end pieces of this action. To first order in \(E\), \(\partial p/\partial E=-1/(2\sin p)\). Between matching points at small distances \(y_1\) from \(\pi\) and \(y_2\) from \(0\) or \(2\pi\), the phase changes by

\[
-\varepsilon\int\frac{dx}{\sin p}=-\varepsilon\ln\frac{4}{y_1y_2}.
\]

Near \(x=0\) the \(+p\) wave has negative local momentum \(p-\pi\). Expressing it in standard waves at both ends adds \(-\varepsilon\ln(z_1z_2)=-\varepsilon\ln(y_1y_2/h)\). The sum is \(-\varepsilon\ln(4/h)\) for each half period; the matching points drop out.

*Trace.* Since \(\det M=1\), \(\mathrm{Tr}\,M=\mathrm{Tr}\,M^{-1}\), and right-to-left matrices may be multiplied. The path that stays on \(+p\) contributes

\[
\alpha(-\varepsilon)\,\alpha(\varepsilon)^*\,e^{-i[\pi q/2-2\varepsilon\ln(4/h)]}.
\]

With \(u=\pi\varepsilon=qE/4\), its modulus is \(\sqrt{(1+e^{2u})(1+e^{-2u})}=2\cosh u\). Its phase is \(-(\pi q/2-\theta)\), where \(8/h=4q/\pi\) gives

\[
\theta(u)=\frac{2u}{\pi}\ln\frac{4q}{\pi}-2\arg\Gamma\!\left(\frac12+\frac{iu}{\pi}\right).
\]

The path that stays on \(-p\) is the conjugate. The other two paths change wave at both saddles. Their modulus is \(|\beta(-\varepsilon)\beta(\varepsilon)|=1\), and their travelling phases in the two half periods cancel. Near \(x=0\) the waves have carriers \(e^{\pm i\pi x_j/h}\), whose ratio on the lattice is \(e^{iqk_y}\). These paths therefore sum to \(2\cos(qk_y+\chi_0)\) with constant \(\chi_0\). The exact trace requires \(-2\cos qk_y\), so \(\chi_0=\pi\). What remains is

\[
\boxed{P(E)\simeq4\cosh u\,\cos\!\left(\frac{\pi q}{2}-\theta(u)\right)},\qquad u=\frac{qE}{4}.
\]

This is leading order in \(h\) at fixed \(u\), with matching at \(\sqrt h\ll|y|\ll1\). For \(q=40\), \(u=1\), the determinant gives \(P=-5.525\) and the formula \(-5.524\). On a grid over \(|u|\le3\), the largest error relative to \(4\cosh u\) is 0.0035 for \(q=20\) and 0.0011 for \(q=40\).

## (d) Find the limit of \(qW\) for \(p=1\).

**Answer.** The condition \(|P|\le4\) becomes \(|\cos\Phi|\le\operatorname{sech}u\), with \(\Phi=\pi q/2-\theta\). Let \(A(u)=\arcsin(\operatorname{sech}u)\). The allowed phases lie within \(A\) of \(\pi/2\) modulo \(\pi\). The Fourier series of the function that is 1 there and 0 elsewhere is

\[
\frac{2A}{\pi}+\sum_{m\ge1}\frac{2(-1)^m}{\pi m}\sin(2mA)\cos(2m\Phi).
\]

As \(q\) grows, \(\theta'\) grows as \((2/\pi)\ln q\), and the oscillating terms integrate to zero. Since \(dE=4\,du/q\),

\[
qW\to\frac8\pi\int_{-\infty}^{\infty}\arcsin(\operatorname{sech}u)\,du .
\]

For \(u>0\), \(\tan(A/2)=\sin A/(1+\cos A)=\operatorname{sech}u/(1+\tanh u)=e^{-u}\). Therefore

\[
qW\to\frac{32}{\pi}\int_0^\infty\arctan(e^{-u})\,du
=\frac{32}{\pi}\sum_{n=0}^\infty\frac{(-1)^n}{(2n+1)^2},
\]
\[
\boxed{qW\to\frac{32G}{\pi}=9.3299},
\]

where \(G=0.91597\) is Catalan's constant. Physically, the width comes from an energy window of order \(1/q\) around the saddle energy, where orbits in neighbouring cells of the \((x,p)\) plane are well connected. Farther away tunnelling makes bands exponentially narrow. Extending the integral to infinity assumes that energies outside the window add nothing in the limit, so this is an asymptotic derivation and not a rigorous proof.

## (e) How fast is the limit approached, and what happens for other fractions?

**Answer.** At \(u=0\), \(A\simeq\pi/2-|u|\), so \(\sin2mA\simeq-(-1)^m2m|u|\) has a kink. For an even function \(F\) with slope \(F'(0^+)\) just right of the kink, integration by parts gives

\[
\int F\cos\kappa u\,du\simeq-\frac{2F'(0^+)}{\kappa^2}.
\]

Here \(\kappa=2m\theta'(0)\), and \(\cos2m\Phi=(-1)^{mq}\cos2m\theta\). The integral for harmonic \(m\) is \((-1)^{m+mq}/[m\,\theta'(0)^2]\). Multiplying by its Fourier coefficient and by 4,

\[
\delta(qW)\simeq\frac{8}{\pi\theta'(0)^2}\sum_{m\ge1}\frac{(-1)^{mq}}{m^2}.
\]

The sum is \(\pi^2/6\) for even \(q\) and \(-\pi^2/12\) for odd \(q\). Differentiating \(\theta\) gives \(\theta'(0)=2\Lambda/\pi\), where \(\Lambda=\ln(4q/\pi)-\psi(\tfrac12)\), \(\psi\) is the digamma function and \(\psi(\tfrac12)=-1.9635\). Hence

\[
\delta(qW)\simeq+\frac{\pi^3}{3\Lambda^2}\ (q\text{ even}),\qquad
-\frac{\pi^3}{6\Lambda^2}\ (q\text{ odd}).
\]

For \(q=400\), \(\Lambda=6.233+1.964=8.197\), and the estimate is \(9.330+0.154=9.484\). Diagonalization at the two \(k\) points gives:

| \(q\) | \(qW\) | with correction |
|---|---:|---:|
| 40 | 9.652 | 9.627 |
| 41 | 9.171 | 9.182 |
| 400 | 9.490 | 9.484 |
| 401 | 9.250 | 9.253 |

Even \(q\) approaches from above and odd \(q\) from below, both slowly. The mean \((W_{\rm even}q_{\rm even}+2W_{\rm odd}q_{\rm odd})/3\) cancels the leading correction when \(q\) and \(q+1\) are paired, apart from the tiny change of \(\Lambda\). It is 9.3311 for 40 and 41, and 9.3299 for 400 and 401.

The derivation does not cover other \(p\). Golden-mean fractions give \(qW=9.3208\) for 34/55, 9.3330 for 89/144 and 9.3299 for 233/377. These numbers support the same limit for this sequence but do not prove it.

## (f) Estimate the bands of a GaAs superlattice with three flux quanta per cell. What limits the estimate?

**Answer.** Consider \(V=V_0(\cos Kx+\cos Ky)\), period \(a=100\) nm, \(K=2\pi/a\), \(V_0=0.5\) meV and effective mass \(0.067\,m_e\). These are rough values for a patterned GaAs electron gas. In a field \(B\), split position into guiding centre \((X,Y)\) and cyclotron part \((\xi_x,\xi_y)\), with \([\xi_x,\xi_y]=i\ell^2=-[X,Y]\) and \(\ell^2=\hbar/(eB)\). The lowest Landau level averages each \(e^{iK\xi}\) to \(e^{-K^2\ell^2/4}\). Furthermore,

\[
e^{iKX}e^{iKY}=e^{iK^2\ell^2}e^{iKY}e^{iKX},\qquad
\frac{K^2\ell^2}{2\pi}=\frac{2\pi\hbar}{eBa^2}.
\]

This is the algebra of the diagonal and shift matrices in \(H\), with \(p/q\) equal to the *inverse* number of flux quanta per cell. Three quanta need \(B=1.24\) T and give \(p/q=1/3\), \(K^2\ell^2/4=\pi/6\), and

\[
t=\frac{V_0}{2}e^{-\pi/6}=0.25\times0.592=0.148\ \text{meV}.
\]

Thus \(W=2.928t=0.434\) meV, and both gaps are \((2-0.732)t=0.188\) meV. For \(q\) flux quanta, \(t=(V_0/2)e^{-\pi/(2q)}\). At fixed \(V_0\) and \(a\), the projected model therefore has \(qW\to9.33\,V_0/2=2.33\) meV.

The cyclotron energy is 2.14 meV, so level mixing has the scale \(V_0^2/(\hbar\omega_c)=0.12\) meV, close to \(t\). Diagonalization with 12 Landau levels on a \(13\times13\) grid of \(k\) points changes the total width only to 0.454 meV, but the lower gap becomes 0.254 meV and the upper gap 0.097 meV. The total width is thus less sensitive to level mixing here than the gaps are, but this is because changes in the outer bands partly cancel: the lowest band narrows from 0.108 to 0.061 meV, while the highest widens from 0.108 to 0.175 meV.

At 0.05 K, \(k_BT=0.004\) meV is small. A Zeeman splitting of 0.03 meV, for \(|g|=0.44\), displaces the two spin spectra. A mobility of \(10^6\) cm²/Vs gives \(\hbar/\tau=0.017\) meV, or 0.17 meV if the quantum lifetime is ten times shorter. These are zero-field widths. In a separated Landau level, short-range disorder gives a half-width \(\sqrt{2\hbar\omega_c\,\hbar/(\pi\tau)}\) in the self-consistent Born approximation, which is 0.15 and 0.49 meV for the two lifetimes. The larger value exceeds both gaps and can hide them. The smaller one also exceeds the upper gap with level mixing, but this comparison alone does not show that the gap closes, because each band holds only a third of the level's states. For short-range scatterers the quantum and transport lifetimes are equal, so a ratio of ten signals smooth disorder. The larger value is then only a rough guide, and smooth disorder needs a separate estimate. The electron density matters too: the lowest Landau level holds \(6\times10^{10}\) electrons per cm² with both spins, so the Fermi level lies in these bands only below that density. The unscreened Coulomb energy at \(\ell=23\) nm, with relative permittivity about 13, is 4.8 meV, above every other scale listed. The assumption of independent electrons is therefore the least secure one. Its effect on the gaps is not calculated here, and these values are single-particle estimates, not predicted measurements.
